\section*{Why the Most Deshielded Oxygen-17 Component of Formaldehyde Lies Along C=O}

\section*{The question}

The $^{17}$O shielding of formaldehyde depends strongly on how the molecule is turned in the magnetic field. Why is the nucleus most deshielded when the field points along the C=O bond, and can one excitation, from the oxygen lone pair to $\pi^*$, account for this?

Put the oxygen nucleus at the origin, the $z$ axis along C=O and the molecule in the $yz$ plane, so that $x$ points out of the plane. The shielding tensor $\sigma$ is defined by the energy $-\mathbf m\cdot(1-\sigma)\mathbf B$ of a nuclear moment $\mathbf m$ in an applied field $\mathbf B$. A smaller $\sigma$ means a less shielded nucleus. Reflection in the plane $x=0$ preserves the $x$ component of an axial vector such as $\mathbf B$ or $\mathbf m$ and reverses the other two, so $\sigma_{xy}$ and $\sigma_{xz}$ vanish. Reflection in $y=0$ removes $\sigma_{yz}$ in the same way. The three axes are therefore the principal axes. ``The component along C=O'' means $\sigma_{zz}$; the electrons responsible for it circulate around that axis.

\section*{The mechanism: a lone pair turned into $\pi^*$}

The highest occupied orbital $n$ is largely an oxygen $p_y$ orbital, in the plane and perpendicular to the bond. The lowest empty orbital $\pi^*$ is built from $p_x$ orbitals on oxygen and carbon. First keep just the oxygen parts, $p_y=yf(r)$ and $p_x=xf(r)$. In atomic units, which are used throughout for the operators,
\[
L_z=-i\,(x\partial_y-y\partial_x)=-i\,\partial_\varphi ,\qquad
L_z\,p_y=-i\,p_x ,
\]
because the derivatives of $f(r)$ cancel. The operator $L_z$ generates rotations about the bond:
\[
e^{-i\theta L_z}p_y=\cos\theta\,p_y-\sin\theta\,p_x .
\]
A quarter turn carries the lone pair into the shape of $\pi^*$, up to a sign.

A field $B$ along $z$ perturbs each electron by $\tfrac12BL_z$. With $\Delta=\varepsilon_{\pi^*}-\varepsilon_n$, the first-order admixture of $p_x$ has the coefficient
\[
-\frac{\langle p_x|\tfrac12BL_z|p_y\rangle}{\Delta}=\frac{iB}{2\Delta}\equiv i\eta .
\]
The orbital $\psi=p_y+i\eta p_x$ carries the particle current
\[
\operatorname{Im}(\psi^*\nabla\psi)=\eta\,(p_y\nabla p_x-p_x\nabla p_y)
=\eta f^2\,(y\,\hat{\mathbf x}-x\,\hat{\mathbf y}),
\]
where the terms in $\nabla f$ have again cancelled. Seen from positive $z$, the electrons circulate clockwise. Their charge is negative, so the electric current runs anticlockwise and produces a field along $+z$ at the nucleus. It adds to the applied field: the nucleus is deshielded. A small gap makes $\eta$, and hence the current, large.

Fields along the other axes cannot use this pair of orbitals. The orbital $n$ is even in $x$ and odd in $y$; $\pi^*$ is odd in $x$ and even in $y$. Now $L_x=-i(y\partial_z-z\partial_y)$ changes the parity in $y$ alone, and $L_y=-i(z\partial_x-x\partial_z)$ changes the parity in $x$ alone. Neither converts $\pi^*$ into a function with both parities of $n$. $L_z$ changes both parities and does.

\section*{The formula: from the Hamiltonian to one term}

\subsection*{The two parts of the shielding}

Take a rigid, isolated, closed-shell molecule without relativistic effects. The spin couplings do not contribute here, since the total spin vanishes and the orbital response leaves it zero. With the gauge origin at oxygen, the vector potential of the field and of the nuclear moment is
\[
\mathbf A=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\frac{\mathbf m\times\mathbf r}{r^3},
\]
where $\alpha$ is the fine-structure constant. Both parts have zero divergence, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ and
\[
\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2 .
\]
Since $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$, the linear terms are $\tfrac12\mathbf B\cdot\mathbf L$ and $\alpha^2\mathbf m\cdot\mathbf L/r^3$. The part of $\tfrac12A^2$ that contains both $\mathbf B$ and $\mathbf m$ is
\[
\frac{\alpha^2}{2}\frac{(\mathbf B\times\mathbf r)\cdot(\mathbf m\times\mathbf r)}{r^3}
=\frac{\alpha^2}{2}\frac{(\mathbf B\cdot\mathbf m)r^2-(\mathbf B\cdot\mathbf r)(\mathbf m\cdot\mathbf r)}{r^3}.
\]
Its average in the unperturbed state gives the diamagnetic part, which is positive:
\begin{equation}
\sigma^{d}_{aa}=\frac{\alpha^2}{2}\Big\langle\sum_{\rm electrons}\frac{r^2-r_a^2}{r^3}\Big\rangle .
\end{equation}

The paramagnetic part is the change, to first order in $B$, of the average of $\alpha^2L_b/r^3$. For a field along $a$, the occupied orbital $i$ acquires the correction
\[
|i^{(1)}\rangle=-\frac B2\sum_v|v\rangle\frac{\langle v|L_a|i\rangle}{\varepsilon_v-\varepsilon_i},
\]
with $v$ running over empty orbitals. Mixing among occupied orbitals cancels in the sum over electrons. Two electrons per orbital, and the two equal real parts from bra and ket, give
\begin{align}
\sigma^{p}_{ba}
&=\frac{1}{B}\,2\sum_i 2\operatorname{Re}\langle i^{(1)}|\alpha^2L_br^{-3}|i\rangle\nonumber\\
&=-2\alpha^2\sum_{i,v}\frac{\operatorname{Re}\,\langle i|L_a|v\rangle\langle v|L_br^{-3}|i\rangle}{\varepsilon_v-\varepsilon_i}.
\end{align}

It remains to justify the bare orbital gaps. The unperturbed orbitals are real and $L_a$ is imaginary, so $i^{(1)}$ is imaginary. The first-order density, $4\sum_i\operatorname{Re}(i\,i^{(1)})$, is zero. A semilocal Kohn--Sham potential that depends on the density and its gradient, but not on the current, is therefore unchanged to first order. For such a functional the sum is the complete linear response. A hybrid functional would add a response of its exchange operator, which depends on the density matrix and not just on the density.

\subsection*{The lone-pair term}

Define two real matrix elements,
\[
\Lambda=\langle n|\partial_\varphi|\pi^*\rangle,\qquad
P=\langle n|r^{-3}\partial_\varphi|\pi^*\rangle .
\]
The derivative $\partial_\varphi$ is antisymmetric between real orbitals and commutes with $r^{-3}$. Hence
\[
\langle n|L_z|\pi^*\rangle=-i\Lambda,\qquad
\langle\pi^*|L_zr^{-3}|n\rangle=-i(-P)=iP,
\]
and the product is $(-i\Lambda)(iP)=\Lambda P$. The single term is
\begin{equation}
\sigma_{zz}(n\to\pi^*)=-\,\frac{2\alpha^2\Lambda P}{\Delta}.
\end{equation}
For $n=p_y$ and $\pi^*=p_x$ one finds $\Lambda=-1$ and $P=-\langle r^{-3}\rangle$. Reversing the sign of $\pi^*$ makes both positive. Their product is positive either way, and the term deshields, as the current argument required. Below, the sign is chosen so that $\Lambda>0$.

The rotation gives $\Lambda$ a direct meaning. Let $R_\theta=e^{-\theta\partial_\varphi}$ turn the actual lone-pair orbital about the bond, and let $S(\theta)=\langle\pi^*|R_\theta n\rangle$. Then
\[
S'(0)=-\langle\pi^*|\partial_\varphi|n\rangle=\langle n|\partial_\varphi|\pi^*\rangle=\Lambda .
\]
With the weight $r^{-3}$ in the overlap, the same slope is $P$.

The two factors sample different regions. Carbon lies on the rotation axis, so its $p_y$ orbital also turns into its $p_x$ orbital. Write $a_O,a_C$ for the $p_y$ coefficients of $n$ and $b_O,b_C$ for the $p_x$ coefficients of $\pi^*$. Neglecting overlap and the hydrogen parts,
\[
|\Lambda|\approx|a_Ob_O+a_Cb_C|,\qquad |P|\approx|a_Ob_O|\,\langle r^{-3}\rangle_{2p}.
\]
The estimate of $P$ is sound, because $r^{-3}$ suppresses everything far from oxygen. The estimate of $\Lambda$ is only a sketch. In formaldehyde the lone pair has sizeable hydrogen parts, and in the basis used below two neglected pieces, the hydrogen part of $n$ with the carbon part of $\pi^*$ and the oxygen part of $n$ with the carbon part of $\pi^*$, are each larger than the carbon--carbon term; they have opposite signs, about $+0.37$ and $-0.26$, and their sum is as large as the carbon--carbon term of about $0.10$. The qualitative point remains: the field turns the whole orbital, but the nucleus registers mainly the current close to it.

\subsection*{The limit of a closing gap}

The term grows as $1/\Delta$, but linear response fails before the gap vanishes. In the space of $n$ and $\pi^*$, with energies measured from their midpoint and with Pauli matrices $\tau$,
\[
H=-\frac\Delta2\tau_z+\frac{B\Lambda}2\tau_y,\qquad L_zr^{-3}\to P\tau_y .
\]
In the lower state the vector $\langle\boldsymbol\tau\rangle$ has unit length and points opposite to the coefficient vector of $H$. Hence $\langle\tau_y\rangle=-B\Lambda/\sqrt{\Delta^2+B^2\Lambda^2}$. The coupling $\alpha^2 mL_zr^{-3}$ equals $-mB_{\rm ind}$, where $B_{\rm ind}$ is the induced field at the nucleus. Two electrons therefore give the shielding $-B_{\rm ind}/B$ as
\[
\frac{2\alpha^2P\langle\tau_y\rangle}{B}=-\frac{2\alpha^2\Lambda P}{\sqrt{\Delta^2+B^2\Lambda^2}} .
\]
For $B\Lambda\ll\Delta$ this is the term above. In the opposite limit of this model the current saturates, and a field-independent shielding constant no longer exists.

\section*{The number: formaldehyde at the PBE level}

The geometry is a round choice: C=O 1.21~\AA, C--H 1.11~\AA\ and an H--C--H angle of $116^\circ$. The orbitals come from PBE with the def2-TZVPP basis. The inputs to the term are
\[
\alpha^2=53.251~\text{ppm},\quad \Lambda=0.8453,\quad
P=2.7109~\text{bohr}^{-3},\quad \Delta=0.1316~\text{hartree}.
\]
The gap corresponds to 3.58~eV. It is a Kohn--Sham orbital gap, not a measured excitation energy. The term is
\[
\sigma_{zz}(n\to\pi^*)=-\frac{2(53.251)(0.8453)(2.7109)}{0.1316}~\text{ppm}
\approx-1855~\text{ppm}.
\]

\subsection*{Reading the rotation}

Turning the lone pair by $0^\circ$, $30^\circ$, $60^\circ$ and $90^\circ$ gives overlaps of 0.000, 0.420, 0.720 and 0.828 with $\pi^*$. The slope at zero angle equals $\Lambda$ to the digits printed. It is slightly larger than the overlap at $90^\circ$, whereas a pure $p$ pair would make the two equal. The parities explain the difference: $n$ contains $\sin m\varphi$ and $\pi^*$ contains $\cos m\varphi$ with odd $m$, so $S(\theta)=\sum_m s_m\sin m\theta$. Keeping $m=1$ and $m=3$,
\[
s_1+3s_3=0.8453,\qquad s_1-s_3=0.828,
\]
which gives $s_3\approx0.004$ and $s_1\approx0.832$. The predicted overlaps at $30^\circ$ and $60^\circ$, $\tfrac12s_1+s_3\approx0.420$ and $0.866\,s_1\approx0.721$, agree with the computed ones to about 0.001. The overlap with $\pi^*$ thus follows the rotation almost as it would for a pure $p$ pair. Since $s_3$ is the overlap of the $m=3$ parts of both orbitals, its smallness does not show that $n$ alone is free of $m=3$ character.

Within 1.5~bohr of oxygen lies 43\% of $\Lambda$ but 99\% of $P$: the factor $P$ is local to oxygen and $\Lambda$ is not. The rest of $\Lambda$ is not simply a carbon term. Only about a tenth of $\Lambda$ lies within 1.5~bohr of carbon. If each point of space is assigned to its nearest atom, 57\% of $\Lambda$ belongs to oxygen, 7\% to carbon and 36\% to the two hydrogens. The averages of $r^{-3}$ are 3.586~bohr$^{-3}$ in $n$ and 2.075~bohr$^{-3}$ in $\pi^*$. Their geometric mean is 2.728~bohr$^{-3}$, and $P$ is 0.994 of it. Near oxygen the two orbitals thus have nearly the same radial shape.

\subsection*{Does this term decide the order?}

The tensor components, in ppm, are
\begin{align*}
\sigma_{xx}&=475.5-75.2=400.3,\\
\sigma_{yy}&=466.2-961.1=-494.9,\\
\sigma_{zz}&=415.2-1639.9=-1224.7,
\end{align*}
with the diamagnetic part first. The diamagnetic parts differ by about 60~ppm at most, so the large anisotropy is paramagnetic.

The $n\to\pi^*$ term is 113\% of the paramagnetic part of $\sigma_{zz}$. The other terms add up to $+215$~ppm and oppose it. A positive term needs $\Lambda$ and $P$ of opposite sign, which is possible when the carbon contribution to $\Lambda$ outweighs an oxygen contribution of the other sign. Most of the sum, about $+179$~ppm, comes from the excitation to $\pi^*$ from the fifth orbital, a lower in-plane orbital whose oxygen and carbon $p_y$ parts are in phase.

Without the lone-pair term, $\sigma_{zz}$ would be $-1224.7+1855.2=630.5$~ppm. The C=O direction would change from the least to the most shielded of the three. This is the sense in which one term explains the orientation: it decides the order, although it does not equal the whole component.

The strongest term for a field along $y$ is $-887.5$~ppm. It also ends in $\pi^*$, but starts from a deeper orbital, the sixth. Since $L_y$ changes the parity in $x$ alone, that orbital is even in both $x$ and $y$. Its product of matrix elements is 2.544~bohr$^{-3}$, larger than the 2.292~bohr$^{-3}$ of the lone-pair term. Its gap, however, is 0.3053~hartree. Given that gap, the lone-pair term would be $-799.5$~ppm and $\sigma_{zz}$ would be $630.5-799.5=-169.0$~ppm, above $\sigma_{yy}$. Symmetry directs the lone-pair term to the C=O axis; its small gap makes that axis the most deshielded.

A crossing point follows if $\Delta$ is changed in this term alone. Equality with $\sigma_{yy}$ requires a term of $-494.9-630.5=-1125.4$~ppm, hence
\[
\Delta_{\rm cross}=0.1316\times\frac{1855.2}{1125.4}\approx0.217~\text{hartree}.
\]
In a real molecule the other terms would change as well, so this is an estimate of sensitivity, and it depends on which orbital moves. With the orbitals held fixed and every term updated, lowering $\varepsilon_n$ gives a crossing at 0.22~hartree, but raising $\varepsilon_{\pi^*}$ gives 0.34~hartree, because the strongest $y$ term ends in $\pi^*$ and weakens too. It suggests that a substantially larger gap would be needed to change the order; whether this happens in another carbonyl compound has to be computed for that compound.

\subsection*{How far the numbers can be trusted}

Moving the gauge origin by $\mathbf d$ replaces $\mathbf L$ by $\mathbf L-\mathbf d\times\mathbf p$. For $\mathbf d$ along $z$ the $z$ component is unchanged, and so is the lone-pair term. The perpendicular components would also be unchanged in a complete basis, because the shift adds a gradient to $\mathbf A$ that a position-dependent phase of the orbitals absorbs. A finite basis represents that phase imperfectly. With the origin at carbon, $\sigma_{xx}$ becomes 386.8~ppm and $\sigma_{yy}$ becomes $-530.5$~ppm. The shifts, 14 and 36~ppm, show the origin-dependent part of the basis error in these components, not the whole of it. They are small beside the 730~ppm that separates $\sigma_{yy}$ from $\sigma_{zz}$. The invariance of $\sigma_{zz}$ does not show that it is free of other basis errors. The digits printed belong to def2-TZVPP and are not converged in the basis. With the larger def2-QZVPP basis and the origin at oxygen, the three components become about 406, $-507$ and $-1228$~ppm, shifts of 5, 12 and 3~ppm. The lone-pair term becomes $-1862$~ppm, with $\Lambda=0.848$, $P=2.702$~bohr$^{-3}$ and $\Delta=0.1310$~hartree. Moving the origin to carbon then still shifts $\sigma_{xx}$ and $\sigma_{yy}$ by about 20~ppm each. The order of the components and the share of 113\% do not change.

The sum over orbitals was tested against direct diagonalization in a weak magnetic field, for all three axes and for the two-orbital problem. These tests check the response formula, not the functional. PBE fixes the gap, to which the main term is inversely proportional, and the calculation omits current dependence of the functional, relativity, vibration and surroundings. The values are those of this model, not of an experiment. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
C=O 1.21 angstrom, C-H 1.11 angstrom, HCH 116 deg
basis functions: 90, occupied orbitals: 8
alpha^2 = 53.251 ppm
x (out of plane): dia 475.5, para -75.2, total 400.3 ppm
y (in plane): dia 466.2, para -961.1, total -494.9 ppm
z (C=O): dia 415.2, para -1639.9, total -1224.7 ppm
isotropic shielding = -439.8 ppm
finite-field para x, y, z = -75.2, -961.1, -1639.9 ppm
density change ratio on doubling the field = 4.000
energy of n = -0.2279 hartree
energy of pi* = -0.0964 hartree
gap n->pi* = 0.1316 hartree = 3.58 eV
Lam (n, pi*) = 0.8453 (dimensionless)
slope of rotated overlap = 0.8453 per radian
P (n, pi*) = 2.7109 bohr^-3
slope of r^-3 weighted overlap = 2.7109 bohr^-3 per radian
overlap of turned n with pi* at 0, 30, 60, 90 deg = 0.000, 0.420, 0.720, 0.828
largest forbidden element (x or y) = 6.3e-14
<r^-3> of n = 3.586, of pi* = 2.075 bohr^-3
P / geometric mean of these = 0.994
share within 1.5 bohr of O: Lam 43 %, P 99 %
single term n->pi* in zz = -1855.2 ppm
same from two-level finite field = -1855.2 ppm
share of para zz = 113 %
all other para zz terms = 215.3 ppm
total zz without n->pi* = 630.5 ppm
strongest x term: occupied 8 -> virtual 2, -138.6 ppm
  gap 0.2622 hartree, Lam*P 0.3412 bohr^-3
strongest y term: occupied 6 -> virtual 1, -887.5 ppm
  gap 0.3053 hartree, Lam*P 2.5440 bohr^-3
Lam*P for n->pi* = 2.2916 bohr^-3
n->pi* term if it had the gap of that y term = -799.5 ppm
total x, y, z with gauge origin at C = 386.8, -530.5, -1224.7 ppm
dia x, y, z with gauge origin at C = 400.0, 390.7, 415.2 ppm
\end{verbatim}
